# Why saddle-search hit counts do not measure reaction rates

How often random saddle searches find a mechanism is set by where the searches start and how they climb. It is not the rate of the mechanism. In the two-exit model below, three searches in four find an exit with a barrier of 0.80 eV and one in four finds an exit with a barrier of 0.60 eV. At 600 K the second exit is nevertheless the faster by a factor of 58 in harmonic transition-state theory. Reading the counts as relative rates would be wrong by a factor of 175.

## The potential

A particle of mass \(m\) moves on a rectangular mesh with spacings \(L_x\) and \(L_y\):

\[
V(x,y)=E_x\sin^2\frac{\pi x}{L_x}+E_y\sin^2\frac{\pi y}{L_y}.
\]

The values are \(L_x=0.38\) nm, \(L_y=0.27\) nm, \(E_x=0.80\) eV and \(E_y=0.60\) eV. The mass is 16 u, that of an oxygen atom.

Since \(2\sin a\cos a=\sin 2a\), the slope along \(x\) is

\[
V_x=\frac{\pi E_x}{L_x}\sin\frac{2\pi x}{L_x},
\]

and \(V_y\) has the same form. In the cell around the origin the slopes vanish at the minimum \((0,0)\), at \((\pm L_x/2,0)\), at \((0,\pm L_y/2)\) and at the corners. A second differentiation gives the curvatures

\[
a=V_{xx}=\kappa_x\cos\frac{2\pi x}{L_x},\qquad
b=V_{yy}=\kappa_y\cos\frac{2\pi y}{L_y},\qquad
\kappa_i=\frac{2\pi^2E_i}{L_i^2}.
\]

The mixed derivative is zero. At \((\pm L_x/2,0)\) the curvatures are \(-\kappa_x\) and \(+\kappa_y\), so these points are saddles, with barrier \(E_x\). Likewise \((0,\pm L_y/2)\) are saddles with barrier \(E_y\). The corners are maxima. There are thus two mechanisms, a long hop along \(x\) and a short hop along \(y\), each with two mirror-image exits.

The numbers give

\[
\kappa_x=\frac{2\pi^2(0.80)}{0.38^2}=109.4\ \text{eV/nm}^2,\qquad
\kappa_y=\frac{2\pi^2(0.60)}{0.27^2}=162.5\ \text{eV/nm}^2 .
\]

The long hop has the higher barrier but the softer start, because its barrier is spread over a longer path. The example rests on this combination, \(E_x>E_y\) with \(\kappa_x<\kappa_y\). It requires \(L_x>L_y\).

## Which saddle a search finds

The search follows the lowest-curvature mode. Let \(\mathbf v\) be the unit eigenvector of the Hessian with the lowest eigenvalue \(\lambda\), and let \(\mathbf F=-\nabla V\). The position moves, in a fictitious search time \(s\), along

\[
\frac{d\mathbf r}{ds}=
\begin{cases}
-(\mathbf F\cdot\mathbf v)\mathbf v, & \lambda>0,\\
\mathbf F-2(\mathbf F\cdot\mathbf v)\mathbf v, & \lambda<0.
\end{cases}
\]

In the convex region the particle climbs along \(\mathbf v\) and does nothing else. Once \(\lambda\) is negative it still climbs along \(\mathbf v\) and also relaxes in the perpendicular direction.

The Hessian is diagonal, so \(\mathbf v\) points along \(x\) when \(a<b\) and along \(y\) when \(b<a\). Suppose that \(a<b\) at the start. Both branches of the rule then give \(dx/ds=-F_x=V_x\). This has the same sign as \(x\), so \(|x|\) grows towards \(L_x/2\). The followed curvature changes as

\[
\frac{da}{ds}=-\kappa_x\frac{2\pi}{L_x}\sin\frac{2\pi x}{L_x}\,
\frac{\pi E_x}{L_x}\sin\frac{2\pi x}{L_x}
=-\kappa_x^2\sin^2\frac{2\pi x}{L_x}\le 0 .
\]

While \(a>0\), \(y\) is at rest and \(b\) is constant. Once \(a<0\), \(dy/ds=-V_y\), and the two minus signs combine to give

\[
\frac{db}{ds}=-\kappa_y\frac{2\pi}{L_y}\sin\frac{2\pi y}{L_y}
\left(-\frac{\pi E_y}{L_y}\sin\frac{2\pi y}{L_y}\right)
=+\kappa_y^2\sin^2\frac{2\pi y}{L_y}\ge 0 .
\]

Hence \(a-b\) never increases. It was negative at the start and stays negative, so the search never changes its mode. The coordinate \(x\) goes to \(\pm L_x/2\), \(y\) relaxes to zero, and the search ends at an \(x\) saddle. Exchanging the labels proves the other case. The basin rule is therefore

\[
\text{the }x\text{ exit is found if}\quad
\kappa_x\cos\frac{2\pi x_0}{L_x}<\kappa_y\cos\frac{2\pi y_0}{L_y},
\]

and the \(y\) exit if the inequality is reversed. Starts with equal curvatures, or with a coordinate at a point of zero slope that the search cannot leave, have zero probability. The rule holds for this potential and for steps small enough to follow the flow.

The barriers enter the rule through the curvatures, but their heights are never compared. Temperature and mass do not appear.

## How often each exit is found

Let each search start at a fixed distance \(r<L_y/2\) from the minimum, in a uniformly random direction. To find the \(y\) exit, the start must satisfy

\[
\kappa_y\cos\frac{2\pi y_0}{L_y}<\kappa_x\cos\frac{2\pi x_0}{L_x}\le\kappa_x .
\]

This needs \(|y_0|>r_c\), where

\[
r_c=\frac{L_y}{2\pi}\arccos\frac{\kappa_x}{\kappa_y}
=\frac{0.27\ \text{nm}}{2\pi}\arccos(0.6731)=0.0358\ \text{nm}.
\]

Since \(|y_0|\le r\), the \(y\) exit is never found when \(r<r_c\), however many searches are run. Small displacements all lead along the soft direction, to the higher barrier.

For \(r>r_c\), write \(x_0=r\cos\theta\), \(y_0=r\sin\theta\) and take the first quadrant; the others follow by reflection. Define

\[
g(\theta)=\kappa_y\cos\frac{2\pi r\sin\theta}{L_y}
-\kappa_x\cos\frac{2\pi r\cos\theta}{L_x}.
\]

Its derivative is

\[
g'=-\frac{2\pi r\kappa_y\cos\theta}{L_y}\sin\frac{2\pi r\sin\theta}{L_y}
-\frac{2\pi r\kappa_x\sin\theta}{L_x}\sin\frac{2\pi r\cos\theta}{L_x}.
\]

For \(0<\theta<\pi/2\) both sines have arguments between 0 and \(\pi\), so \(g'<0\). Also \(g(0)>0\), because \(\kappa_y>\kappa_x\), and \(g(\pi/2)<0\), because \(r>r_c\). There is one root \(\theta_c\), and the \(y\) exit is found for \(\theta>\theta_c\). The shares are

\[
P_x=\frac{2\theta_c}{\pi},\qquad P_y=1-\frac{2\theta_c}{\pi}.
\]

At \(r=0.04\) nm a numerical root search gives \(\theta_c=67.6^\circ\), hence \(P_y=1-67.6/90=0.249\).

Searches carried out numerically from 1440 equally spaced directions, with the Hessian taken from finite differences of the gradient, gave these shares:

| Start distance (nm) | \(x\) exit (%) | \(y\) exit (%) |
|---|---:|---:|
| 0.03 | 100.0 | 0.0 |
| 0.04 | 75.0 | 25.0 |
| 0.05 | 59.4 | 40.6 |
| 0.08 | 44.7 | 55.3 |

The potential is the same in every row. At 0.08 nm the order of the counts is reversed and happens to agree with the order of the rates. The agreement comes from the choice of starting distance, since no rate has changed.

## How fast each exit is

In transition-state theory the rate through one exit is the equilibrium outward flux across its dividing line, divided by the population of the cell. For the line \(x=L_x/2\),

\[
k_{\text{one}}=\sqrt{\frac{k_BT}{2\pi m}}\;
\frac{\int e^{-V(L_x/2,y)/k_BT}\,dy}{\iint e^{-V(x,y)/k_BT}\,dx\,dy}.
\]

The square root is the Maxwell average of the velocity with inward velocities counted as zero. The potential is a sum, so the integral over \(y\) cancels. What remains is

\[
k_{\text{one}}=\sqrt{\frac{k_BT}{2\pi m}}\;
\frac{e^{-E_x/k_BT}}{\int e^{-E_x\sin^2(\pi x/L_x)/k_BT}\,dx}.
\]

For \(k_BT\ll E_x\) the integral comes from the bottom of the well, where the energy is \(\kappa_xx^2/2\), and equals \(\sqrt{2\pi k_BT/\kappa_x}\). The factors of \(k_BT\) in the prefactor cancel. With two mirror exits, and the same steps for \(y\),

\[
k_i=2\nu_i e^{-E_i/k_BT},\qquad
\nu_i=\frac{1}{2\pi}\sqrt{\frac{\kappa_i}{m}} .
\]

At 600 K, \(k_BT=0.05170\) eV. The attempt frequencies are \(\nu_x=4.087\) THz and \(\nu_y=4.982\) THz, so

\[
k_x=2(4.087\times10^{12}\,\text{s}^{-1})\,e^{-0.80/0.05170}
=1.56\times10^{6}\ \text{s}^{-1},
\]

\[
k_y=2(4.982\times10^{12}\,\text{s}^{-1})\,e^{-0.60/0.05170}
=9.09\times10^{7}\ \text{s}^{-1}.
\]

The ratio separates into a prefactor and a Boltzmann factor:

\[
\frac{k_y}{k_x}=\sqrt{\frac{\kappa_y}{\kappa_x}}\,e^{(E_x-E_y)/k_BT}
=1.219\times47.85=58.3 .
\]

Both factors exceed one at any temperature, so within this formula the short hop is always the faster. By the same formula it carries 98.3% of the escapes at 600 K and the long hop 1.7%. The searches from 0.04 nm gave a count ratio \(y/x\) of 0.333, which is too small by \(58.3/0.333=175\).

A list of mechanisms built from searches below \(r_c\) fails in another way. It contains the long hop alone, and the total harmonic escape rate computed from it is too low by a factor of \(1+58.3=59.3\), even if the barrier and prefactor of the long hop are perfect.

## Counting real exits

One kind of count does measure relative rates: the count of first exits made by the thermal dynamics itself. If exits are rare, independent events with total rate \(K=\sum_jk_j\), the particle is still in the well at time \(t\) with probability \(e^{-Kt}\). The share of first exits through \(i\) is

\[
\int_0^\infty k_i e^{-Kt}\,dt=\frac{k_i}{K}.
\]

Trajectories were computed on the same potential at 1500 K, where exits are frequent enough to count. They obeyed the Langevin equation with a friction rate of 2 ps\(^{-1}\), started at the minimum with thermal velocities and ran for 40 ps. An exit was recorded when a particle reached the position of a neighbouring minimum. Of 3000 trajectories, 481 left first by the long hop and 2032 by the short hop; the rest had not left. The ratio is 4.22, with a counting error of about 0.2. At 1500 K the harmonic formula gives 5.73, and the full flux integral with transmission factors of the kind described in the next section, here from runs of 2 ps, gives 3.93, with a sampling uncertainty of about 0.1. Extending those runs to 4 ps lowers this value by 6 to 7%. The estimate has no plateau and falls short, because the barriers are just 4.6 and 6.2 times \(k_BT\), so particles that have settled escape again during the run. A direct numerical solution of the Kramers (Fokker–Planck) equation for each direction gives a ratio of escape rates of 4.26, which agrees with the count within its error. The dynamics favours the exit that searches from 0.04 nm find less often.

## What the rate formula leaves out

Three corrections can be sized for the model at 600 K.

The first is anharmonicity. Evaluating the full flux integral by quadrature multiplies the harmonic rates by 0.983 for \(x\) and 0.976 for \(y\).

The second is that not every outward crossing is an escape by a particle that had settled in the well and then settles outside. Some particles come back before they settle. Others enter the well on one side and fly straight out on the other. Let \(h_{\rm in}\) be one in the first well and zero elsewhere, and \(h_{\rm out}=1-h_{\rm in}\). The correlation \(C(t)=\langle h_{\rm in}(0)h_{\rm out}(t)\rangle\) depends on the time difference alone, so its derivative can be moved to the earlier time with a change of sign:

\[
\dot C(t)=-\langle\dot h_{\rm in}(0)h_{\rm out}(t)\rangle .
\]

Since \(-\dot h_{\rm in}\) is the outward flux through the dividing lines, the true rate is the flux weighted by whether the particle settles outside. The transmission factor is thus the share of outward-moving starts on the line that settle outside, minus the same share for inward-moving starts, with speeds drawn from the flux distribution. Langevin runs of 4 ps from 8000 pairs of starts, with the same friction rate, gave 0.82 for \(x\) and 0.69 for \(y\), each uncertain by about 0.01. In both cases most of the loss comes from inward-moving starts that cross the whole well and settle beyond its far side.

The third is quantum motion. Let \(z_i=h\nu_i/2k_BT\). The classical partition function of the well is \(1/2z_i\) and the quantum one is \(1/(2\sinh z_i)\), which raises the rate by \(\sinh z_i/z_i\). The barrier top has curvature \(-\kappa_i\). With the standard transmission probability of a parabolic barrier at energy \(\varepsilon\) from its top, and \(u=\varepsilon/k_BT\), the thermal average is

\[
\int_{-\infty}^{\infty}\frac{e^{-u}}{1+e^{-\pi u/z_i}}\,du=\frac{z_i}{\sin z_i}
\qquad(z_i<\pi).
\]

The product \(\sinh z_i/\sin z_i\) is 1.009 for \(x\) and 1.013 for \(y\). Tunnelling and zero-point motion matter little here.

Together the three corrections lower the rate ratio from 58 to 49. The transmission factors account for most of the change, and the order of the rates stands.

## Coupled motion and learned potentials

The reversal does not depend on the potential being a sum. Add the term

\[
W\sin^2\frac{\pi x}{L_x}\sin^2\frac{\pi y}{L_y},\qquad W=0.20\ \text{eV}.
\]

At the minimum and at all four saddles the term and its gradient vanish, so both barriers are unchanged. Its effect on the harmonic rates comes from the curvature across each path. At the \(x\) saddle that curvature grows by \((E_y+W)/E_y\), and at the \(y\) saddle by \((E_x+W)/E_x\). A stiffer saddle lowers the rate by the inverse square root, so the ratio \(k_y/k_x\) is multiplied by

\[
\sqrt{\frac{E_x}{E_x+W}}\sqrt{\frac{E_y+W}{E_y}}
=\sqrt{\frac{0.80}{1.00}\cdot\frac{0.80}{0.60}}=1.03 .
\]

The full flux integral gives a ratio of 60.0. Searches from 0.04 nm, in the same 1440 directions, all converged and found the \(x\) exit in 65.3% of cases instead of 75.0%. The count ratio \(y/x\) thus rose from 0.333 to \(34.7/65.3=0.531\), a factor of 1.59, while the harmonic rate ratio rose by a factor of only 1.03.

This bears on learned potentials. Two potentials can agree on every barrier and still give different hit counts, because the search also feels the curvature away from the stationary points. A difference in counts is therefore no proof of a difference in barriers. In the other direction, an error of 0.05 eV in one barrier, with the prefactor held fixed, changes that rate by \(e^{0.05/0.05170}=2.63\) at 600 K. The difference \(E_x-E_y\) would have to be wrong by \(k_BT\ln58.3=0.21\) eV to make the two rates equal.

The mesh has the rough dimensions of the (110) face of rhodium, on which adsorbed oxygen moves early in oxidation. The unequal spacings are what the example takes from that face. The barriers are round values chosen for the example and are not computed for rhodium. Real oxygen has several kinds of site, the metal atoms relax, and the surface can reconstruct under oxygen. The rigid mesh omits all of this. The resulting barrier shifts are not computed here; the factor of 2.63 per 0.05 eV shows how strongly they would act.

## The general statement

Consider any potential that does not depend on temperature, a deterministic search rule, and starting points \(\mathbf q\) drawn independently from a fixed density \(\rho\). Let \(B_i\) be the set of starts from which the rule reaches saddle \(i\). Then:

1. The probability of finding saddle \(i\) is \(P_i=\int_{B_i}\rho(\mathbf q)\,d\mathbf q\).
2. The probability that \(n\) searches all miss it is \((1-P_i)^n\).
3. If two found mechanisms have different barriers, the ratio of their harmonic rates equals the ratio of their hit probabilities at one temperature at most.

**Proof.** A search finds saddle \(i\) when its start lies in \(B_i\), and the probability of that event is the integral of \(\rho\) over \(B_i\). Independent searches multiply their probabilities of missing, which gives the second part. For the third, harmonic transition-state theory gives \(k_i=A_ie^{-E_i/k_BT}\) with \(A_i\) independent of temperature, so

\[
\ln\frac{k_i}{k_j}=\ln\frac{A_i}{A_j}-\frac{E_i-E_j}{k_BT}.
\]

For \(E_i\ne E_j\) this is a straight line in \(1/T\) with non-zero slope. It takes any given value at most once, while \(\ln(P_i/P_j)\) does not depend on \(T\). \(\square\)

A rule that uses random numbers is covered by counting them among the coordinates of the start. If the starts are taken from a thermal trajectory, \(\rho\) and hence \(P_i\) depend on temperature, and the third part no longer applies as stated. The first part still does: the count measures a basin, not a flux through a saddle.

The second part shows what counts are good for. At \(r=0.04\) nm, \(P_x=0.751\), and eleven searches reduce the chance of missing the fast exit to \(0.751^{11}=4.3\%\). Below \(r_c\) the chance stays at 100%. A long run of repeated hits thus supports completeness for the chosen way of starting and for no other, which is a reason to vary the starting distance. The rates are then computed from the barriers and curvatures of the saddles found, with no weight given to how often each was found.
